# Direct flux near the apex of a V-groove under a cosine source

## Problem

A straight groove with a V-shaped cross-section is open at the top and infinitely long along its axis. Each plane wall has length $L$ from apex to lip and makes the angle $\alpha$ with the vertical, $0<\alpha<\pi/2$, so the full opening angle is $2\alpha$. Film-forming molecules enter through the mouth with a cosine distribution: the number crossing unit horizontal area per unit time and solid angle is proportional to $\cos\theta$, where $\theta$ is the angle from the vertical. A flat open surface receives the flux $J_0$. Inside the groove the molecules do not collide with one another, and each sticks where it first hits a wall.

Let $s$ be the distance from the apex, measured along a wall, and $J(s)$ the flux per unit wall area.

1. To what value does $J/J_0$ tend as $s/L\to0$?
2. How does the flux depart from this value further up the wall?
3. A groove in (001) silicon has $\{111\}$ walls and a mouth 1000 nm wide. A flat surface beside it receives a film 20 nm thick. How thick is the film near the apex, and how far can the model be trusted?

"Infinite" refers to the length along the axis. The depth may be finite.

## A first estimate by scaling

Close to the apex, the distance to the mouth is nearly the same for all points, and the directions to the two lips hardly change with $s$. A limiting flux, if it exists, must be a pure number times $J_0$. The one dimensionless quantity left is $\alpha$, so the size of the groove drops out.

Particle conservation suggests a first value. The mouth has width $2L\sin\alpha$ and the walls have total length $2L$, so the mean wall flux is

$$\frac{\bar J}{J_0}=\frac{2L\sin\alpha}{2L}=\sin\alpha .$$

This is an average over the whole wall, however, and the apex sees less of the source than the lips do.

A better estimate looks at the apex itself, for a narrow groove. Two small factors reduce the flux there. The mouth fills a fan of width $2\alpha$, and the molecules in this fan strike the wall at grazing angles. Measured from the wall surface, these angles run from $0$ to $2\alpha$ and have the mean $\alpha$, so the projection factor is about $\alpha$. To fix the prefactor, consider an open surface: its fan has width $\pi$, and the projection factor integrated over it is $\int_0^\pi\sin\chi\,d\chi=2$, where $\chi$ is the angle from the surface. Relative to this,

$$\frac{J}{J_0}\sim\frac{(2\alpha)(\alpha)}{2}=\alpha^2 .$$

The apex of a narrow groove is thus starved by one more power of $\alpha$ than the average wall. The estimate cannot hold for wide grooves: at $\alpha=\pi/2$ the groove has become a flat surface, where $J/J_0=1$, while $\alpha^2=2.47$.

## Exact solution

**From the source to an integral over directions.** Let $I$ be the intensity: the number of molecules per unit time, per unit area perpendicular to their path, and per unit solid angle. A horizontal area intercepts $I\cos\theta$ per solid angle, so a cosine distribution means that $I$ is the same for all downward directions. Its value follows from the flux on a flat surface:

$$J_0=\int I\cos\theta\,d\Omega=2\pi I\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi I,
\qquad I=\frac{J_0}{\pi}.$$

Intensity does not change along a free path. Two small areas $dA_1$ and $dA_2$ at distance $r$ exchange a number of molecules proportional to $dA_1\cos\theta_1\,dA_2\cos\theta_2/r^2$. This can be read as the projected area of the first times the solid angle of the second, or the reverse. The same number of molecules therefore gives the same $I$ at both ends.

A wall point receives molecules from the directions in which it sees the mouth. The other directions end on a wall, which returns nothing because sticking is complete. With $\theta_n$ the angle from the wall normal,

$$\frac{J}{J_0}=\frac1\pi\int_{\rm mouth}\cos\theta_n\,d\Omega .$$

**Removing the axial direction.** Describe a direction by its tilt $\gamma$ out of the cross-section, $-\pi/2<\gamma<\pi/2$, and by the angle $\phi$ between its projection on the cross-section and the wall normal. These are a latitude and a longitude, so $d\Omega=\cos\gamma\,d\gamma\,d\phi$, and the component along the normal is $\cos\theta_n=\cos\gamma\cos\phi$. The groove looks the same at every position along its axis, so whether a ray meets the mouth depends on $\phi$ alone. The integral over $\gamma$ separates:

$$\int_{-\pi/2}^{\pi/2}\cos^2\gamma\,d\gamma=\frac\pi2,
\qquad
\frac{J}{J_0}=\frac12\int_{\phi_1}^{\phi_2}\cos\phi\,d\phi
=\frac{\sin\phi_2-\sin\phi_1}{2}.$$

**The two lips.** Put the apex at the origin, with horizontal and vertical coordinates, and take a point on the right wall. The unit vector up this wall and the normal into the groove are

$$\mathbf t=(\sin\alpha,\cos\alpha),\qquad \mathbf n=(-\cos\alpha,\sin\alpha).$$

The point is at $s\,\mathbf t$ and the opposite lip at $\mathbf q=L(-\sin\alpha,\cos\alpha)$. The components of $\mathbf q$ are

$$\mathbf q\cdot\mathbf t=L(\cos^2\alpha-\sin^2\alpha)=L\cos2\alpha,
\qquad
\mathbf q\cdot\mathbf n=2L\sin\alpha\cos\alpha=L\sin2\alpha .$$

Write $\xi=s/L$ and $c=\cos2\alpha$. The vector from the point to the opposite lip has component $L(c-\xi)$ along the wall and $L\sin2\alpha$ along the normal. Its length is $Ld$, with

$$d^2=(c-\xi)^2+1-c^2=1-2c\xi+\xi^2 .$$

Counting $\phi$ as positive towards $\mathbf t$, we have $\sin\phi_1=(c-\xi)/d$. The other edge of the fan is the lip of the point's own wall, seen along the surface, so $\phi_2=\pi/2$. The cross-section is a triangle, which is convex, so every ray between these edges reaches the mouth unobstructed. Hence

$$\boxed{\;g(\xi)\equiv\frac{J}{J_0}=\frac12\left[1-\frac{c-\xi}{\sqrt{1-2c\xi+\xi^2}}\right]\;}$$

**The apex.** At $\xi\to0$ the root tends to 1, and

$$\boxed{\;\frac{J}{J_0}\to\frac{1-\cos2\alpha}{2}=\sin^2\alpha\;}$$

This holds also for $\alpha>\pi/4$, where $c$ is negative. In an infinitely deep groove, $\xi=0$ at every finite $s$, and the whole wall receives this flux.

**How the limit is approached.** Since $d\,'=(\xi-c)/d$, where the prime denotes differentiation with respect to $\xi$,

$$\frac{d}{d\xi}\left(\frac{c-\xi}{d}\right)
=-\frac1d+\frac{(c-\xi)^2}{d^3}
=\frac{(c-\xi)^2-d^2}{d^3}
=-\frac{1-c^2}{d^3}.$$

Therefore

$$g'(\xi)=\frac{\sin^22\alpha}{2d^3}>0,
\qquad
g=\sin^2\alpha+\frac{\xi}{2}\sin^22\alpha+O(\xi^2).$$

The flux rises steadily from apex to lip. Dividing the slope by the limit, with $\sin2\alpha=2\sin\alpha\cos\alpha$, gives

$$g\simeq\sin^2\alpha\,(1+2\xi\cos^2\alpha).$$

The apex value is therefore a good approximation when $2\xi\cos^2\alpha\ll1$.

**The lip and the total.** At $\xi=1$, $d=\sqrt{2-2c}=2\sin\alpha$ and $c-1=-2\sin^2\alpha$, so

$$g(1)=\frac{1+\sin\alpha}{2}.$$

The relation $(c-\xi)/d=-d\,'$ makes the integral elementary:

$$\int_0^\xi g\,d\xi'=\frac12\left[\xi+d(\xi)-1\right],
\qquad
\int_0^1g\,d\xi'=\frac{1+2\sin\alpha-1}{2}=\sin\alpha .$$

The second integral is the mean found from particle conservation, so the solution accounts for every molecule that enters.

**A narrow groove above the apex.** Let $\alpha\ll1$ and stay far enough below the lip that $2\alpha\ll1-\xi$. The opposite lip is then seen at a small angle $\delta\simeq2\alpha/(1-\xi)$ above the wall surface, and

$$g=\frac12(1-\cos\delta)\simeq\frac{\delta^2}{4}=\frac{\alpha^2}{(1-\xi)^2}.$$

Halfway up, the flux is four times the apex value. The plateau near the apex is shortest in a narrow groove, where the relative slope $2\cos^2\alpha$ is largest: the flux is 10 % above its limit already at $\xi\approx0.05$.

## Comparison of the estimate with the solution

The scaling argument gave $\alpha^2$, which is the leading term of $\sin^2\alpha$ for small $\alpha$, prefactor included. To see where its two factors went, measure directions in the cross-section by the angle $\psi$ from the vertical. At the apex the fan is $-\alpha<\psi<\alpha$, and a ray makes the angle $\alpha+\psi$ with the wall surface. Then

$$\frac{J}{J_0}=\frac12\int_{-\alpha}^{\alpha}\sin(\alpha+\psi)\,d\psi
=\frac12\sin\alpha\int_{-\alpha}^{\alpha}\cos\psi\,d\psi=\sin^2\alpha .$$

The term $\cos\alpha\sin\psi$ has dropped out because it is odd in $\psi$. One factor $\sin\alpha$ comes from the tilt of the wall and the other from the restricted fan. The estimate replaced both by $\alpha$.

At $\alpha=30^\circ=0.524$ rad the estimate gives 0.274 against 0.250, about 10 % too high. For the silicon groove below, $\alpha=35.26^\circ=0.615$ rad, and it gives 0.379 against 0.333, about 14 % too high. The conservation average, $\sin\alpha=0.577$, exceeds the apex flux there by 73 %. It answers a different question: how much the wall collects as a whole.

## The silicon groove

The angle between the (001) surface and a (111) wall is the angle between their normals, whose cosine is $1/\sqrt3$. This is 54.74°, and the half-angle is its complement, $\alpha=35.26^\circ$. Thus $\sin\alpha=1/\sqrt3$ and

$$\sin^2\alpha=\frac13,\qquad c=1-2\sin^2\alpha=\frac13,\qquad
\frac12\sin^22\alpha=\frac12\left(1-\frac19\right)=\frac49 .$$

The wall length is $L=1000/(2\times0.5774)=866$ nm and the depth is $L\cos\alpha=707$ nm. If the film has the same density everywhere, its thickness normal to the wall is 20 nm times $g$:

| $s$ (nm) | $g$ | film (nm) |
|---:|---:|---:|
| 0 | 0.333 | 6.7 |
| 100 | 0.387 | 7.7 |
| 433 | 0.587 | 11.7 |
| 866 | 0.789 | 15.8 |

Near the apex the film surface advances normal to the wall by one third of the flat thickness, whatever the size of the groove, as long as the film is thin compared with $L$. The films on the two walls meet below $s\simeq6.7\cot\alpha=9.4$ nm, so the entry at $s=0$ is this normal advance; measured vertically, the fill over the apex is $6.67/\sin\alpha=11.5$ nm. Size decides how far this value extends. In the linear approximation the flux is 10 % above its limit at $\xi=0.1\times0.3333/0.4444=0.075$, or 65 nm; the full formula gives 63 nm. The full value is smaller because $d^2=1-2\xi/3+\xi^2$ first falls below 1, which makes the slope increase.

The wall formula was tested against a direct area integral over the mouth in three dimensions, at three positions for each of the half-angles 15°, 35.26° and 60°. The two agreed to rounding error. In a separate test, one million molecules were started at the mouth of the silicon groove with a cosine distribution. Their hits below $s/L=0.05$ gave a mean flux of 0.343, against 0.345 from the formula. About 30,000 hits are expected there, with a relative scatter of 0.6 %, so the difference of 0.4 % is within the noise.

## What a real deposition changes

Anisotropic wet etching of (001) silicon produces grooves of this shape. Suppose that amorphous silicon is deposited in one by the hot-wire method, with rough typical values of 0.01 Torr, a gas temperature of 500 K and a filament 50 mm away. The effects below are sized one at a time, with $J_0$, the groove and the flat film thickness held fixed.

**Gas collisions.** For a rough collision diameter $a=0.45$ nm, the mean free path $k_BT/(\sqrt2\,\pi a^2p)$ is 5.8 mm. The wall length is $1.5\times10^{-4}$ of this, so free flight inside the groove is a safe assumption. Between filament and surface, however, there are $50/5.76=8.7$ free paths, and this matters for the angular distribution.

**Incomplete sticking.** Let a molecule stick with probability $\beta$ and otherwise leave with a cosine distribution. The direct flux is unchanged, but re-emitted molecules add to it. A wall surrounded by a source of uniform intensity would receive $J_0$. Near the apex the mouth supplies the fraction $\sin^2\alpha$ of this, so the opposite wall has the weight $1-\sin^2\alpha=\cos^2\alpha$. That weight belongs to wall at distances from the apex that scale with $s$: for the silicon groove, 71 % of it lies within a factor 3 of $s$ and 93 % within a factor 10. As $s\to0$ it therefore collapses onto the apex. If the relative arrival rate $\Gamma$ tends to a limit $\Gamma_0$, the same value therefore applies on both walls:

$$\Gamma_0=\sin^2\alpha+(1-\beta)\cos^2\alpha\,\Gamma_0,
\qquad
\Gamma_0=\frac{\sin^2\alpha}{1-(1-\beta)\cos^2\alpha}.$$

For $\beta=1$ this is the previous result, and for $\beta\to0$ it tends to 1, a uniform coating. A trial value $\beta=0.8$, meant for a strongly sticking species, gives $0.3333/(1-0.2\times0.6667)=0.385$, an increase of 15 %. A numerical solution of the exchange between the complete walls gives the same value close to the apex. Since $\beta$ is the same on the flat surface, $\Gamma_0$ is also the thickness ratio.

**Departure from the cosine distribution.** Molecules that diffuse through a gas to a surface that absorbs them arrive with a forward preference, because a steep path reaches back into denser regions. Let $\mu=\cos\theta$, let $\tau$ be the height above the surface in free paths, and assume isotropic scattering. In the diffusive region the intensity has the form $A(\mu+\tau+q)$, with $\mu>0$ for downward motion. The net downward flux is

$$2\pi A\int_{-1}^{1}\mu(\mu+\tau+q)\,d\mu=\frac{4\pi A}{3}.$$

As an approximation, use the same form at the surface, $A(\mu+q)$ for $\mu>0$, with nothing coming back. The arriving flux is $2\pi A(1/3+q/2)$. Equating the two gives $q=2/3$, and setting the flux equal to $J_0$ gives $A=3J_0/4\pi$.

The constant part of the intensity, $\tfrac23A=J_0/2\pi$, is half the cosine source and contributes $\tfrac12\sin^2\alpha$ at the apex. In the other part $\mu=\cos\gamma\cos\psi$ adds a factor to the integrand. With $\int\cos^3\gamma\,d\gamma=4/3$ it contributes

$$\frac{3}{4\pi}\cdot\frac43\int_{-\alpha}^{\alpha}\cos\psi\,\sin(\alpha+\psi)\,d\psi
=\frac{\sin\alpha}{\pi}\left(\alpha+\frac12\sin2\alpha\right).$$

The sum is $0.1667+0.1997=0.366$, an increase of 10 %. A random walk with isotropic scattering, started 8.7 free paths above the surface, gives $0.3675\pm0.0012$, in agreement.

**The film itself.** The film is thicker higher up, so it makes the walls steeper and narrows the view. If the coated wall near the apex is turned by $\varepsilon_1$ and each edge of the fan moves in by $\varepsilon_2$, the integral over $\psi$ becomes $\sin(\alpha-\varepsilon_1)\sin(\alpha-\varepsilon_2)$. The relative change is $-(\varepsilon_1+\varepsilon_2)\cot\alpha$ to first order. Here $\varepsilon_1\simeq0.4444\times20/866=0.0103$. The strongest shading comes from about halfway up the wall, where $\varepsilon_2\simeq(11.74-6.67)/433=0.0117$. With $\cot\alpha=\sqrt2$ the apex flux is 3.1 % lower at the end of the deposition.

**Surface diffusion.** Let adsorbed species move a typical distance $\ell$ before they are incorporated at the relative rate $\nu$, where $\ell^2\,d^2\nu/ds^2=\nu-g$. By symmetry there is no net flow through the apex. For $\ell\ll L$, $g$ is nearly linear, and the solution is $\nu=g+g'(0)(\ell/L)e^{-s/\ell}$, whose slope vanishes at $s=0$. A rough length of 5 nm gives $\nu(0)=0.3333+0.4444\times5/866=0.336$, an increase of 0.8 %. This figure covers only the smoothing of the flux gradient along a flat wall. The length is shorter than the 9.4 nm over which the two films meet, and the balance leaves out any flow towards the concave corner driven by surface curvature.

For these inputs, sticking and the angular distribution are the assumptions that matter most, and both corrections raise the apex film above 6.7 nm. The sticking probability is the less certain input, since it depends on which radicals reach the surface. The separate corrections should not simply be added. A smaller $\beta$, for instance, also weakens the absorption that causes the forward preference. To combine the two, let the surface absorb only the fraction $\beta$ of the arriving flux. The balance becomes $4\pi A/3=\beta\,2\pi A(1/3+q/2)$, which gives $q=1$ for $\beta=0.8$. The constant part of the intensity then carries 60 % of the arriving flux and the part proportional to $\mu$ carries 40 %, instead of half each. The direct apex flux is $0.6\times0.3333+0.4\times(2\times0.1997)=0.360$. Re-emission inside the groove raises it to $0.360/(1-0.2\times0.6667)=0.415$, about 25 % above one third. The value one third is thus a reference for strongly sticking species. For the trial inputs used here it is too low by roughly a quarter, and the apex film is nearer 8 nm than 6.7 nm. It does not serve for weakly sticking precursors. For SiH$_3$, the radical usually held responsible for growth from silane, the loss probability commonly quoted is near 0.3, and sticking alone then gives $0.3333/(1-0.7\times0.6667)=0.625$, or 12.5 nm, almost twice the reference value. This is the limit $s\to0$. For so small a $\beta$ the flux leaves the limit faster than linearly in $s$, and near $s=18$ nm, where films of this thickness meet, the value is about 0.65. For $\beta\ll1$, re-emitted molecules make up to $\cos^2\alpha=2/3$ of the film at the apex, though only about a fifth of it at the lip.

## Numbers as computed

```
Half-angle alpha: 35.26 deg
Wall angle to surface: 54.74 deg
Mouth width: 1000 nm
Groove depth: 707.1 nm
Wall length L: 866.0 nm
Apex limit sin^2(alpha): 0.3333 (relative flux)
Slope of g at apex: 0.4444 (per unit s/L)
Mean wall flux: 0.5774 (relative flux)
Flat film thickness: 20.0 nm
s = 0.0 nm: g = 0.3333, film = 6.67 nm
s = 10.0 nm: g = 0.3385, film = 6.77 nm
s = 100.0 nm: g = 0.3874, film = 7.75 nm
s = 433.0 nm: g = 0.5870, film = 11.74 nm
s = 866.0 nm: g = 0.7887, film = 15.77 nm
Flux 10% above limit at s: 62.8 nm
Same, linear estimate: 65.0 nm
Largest error, area integral: 1.1e-16 (relative flux)
Traced rays, mean g for s/L < 0.05: 0.3432
Formula, mean g for s/L < 0.05: 0.3446
Pressure: 0.01 Torr
Gas temperature: 500 K
Collision diameter (rough): 0.45 nm
Mean free path: 5.76 mm
Filament distance: 50 mm
Filament distance / free path: 8.7
Wall length / free path: 1.5e-04
Trial sticking probability: 0.8
Apex arrival, that sticking: 0.3846
Same, exchange equation: 0.3846
Change by sticking: +15.4 %
Apex arrival, forward-peaked law: 0.3664
Same, random walk: 0.3675 +/- 0.0012
Change by forward peaking: +9.9 %
Apex flux with film in place: 0.3229
Change by film tilt and shading: -3.1 %
Strongest shading from wall at s: 425 nm
Surface diffusion length (rough): 5.0 nm
Apex growth with diffusion: 0.3359 (relative)
Change by surface diffusion: +0.8 %
```
